# The Spin-Polarized GGA Kernel as a Symmetric Form on Orbital Products

## 1. One density and one gradient term

Take a single density $n$ and the energy

$$E[n]=c\int \sigma\,d\mathbf r,\qquad \sigma=\nabla n\cdot\nabla n ,$$

with constant $c$. Displace the density by two independent trial densities, $n\to n+\varepsilon u+\eta w$. The part of $\sigma$ proportional to $\varepsilon\eta$ is $2\nabla u\cdot\nabla w$, so

$$K[u,w]=\left.\frac{\partial^2E}{\partial\varepsilon\,\partial\eta}\right|_{0}=2c\int\nabla u\cdot\nabla w\,d\mathbf r .$$

Here the integrand of $E$ is $f(\sigma)=c\sigma$, and its second derivative is zero, yet $K$ is not. The invariant $\sigma$ is quadratic in the density, so its own second change multiplies the first derivative $f_\sigma=c$. Second derivatives of $f$ in density and $\sigma$ are therefore not enough to build a GGA kernel; first derivatives in $\sigma$ are needed too.

If surface terms vanish, integration by parts gives $K[u,w]=\int w\,(-2c\nabla^2u)\,d\mathbf r$. The factor $-2c\nabla^2u$ is the change of the potential caused by $u$. This is what "the action of the kernel on $u$" means.

## 2. Conventions for two spins

Let $a$ and $b$ denote the two spins, and write

$$E_{xc}=\int f(n_a,n_b,\sigma_{aa},\sigma_{ab},\sigma_{bb})\,d\mathbf r,\qquad \sigma_{st}=\nabla n_s\cdot\nabla n_t .$$

The cross invariant $\sigma_{ab}$ is one variable, counted once. For instance, if $f=h(\sigma_{\rm tot})$ with $\sigma_{\rm tot}=|\nabla(n_a+n_b)|^2=\sigma_{aa}+2\sigma_{ab}+\sigma_{bb}$, then $f_{\sigma_{aa}}=h'$ but $f_{\sigma_{ab}}=2h'$.

Indices $s,t$ run over the spins and $k,l$ over $aa,ab,bb$. I abbreviate $f_k=\partial f/\partial\sigma_k$, $f_{st}=\partial^2f/\partial n_s\partial n_t$, $f_{s,k}=\partial^2f/\partial n_s\partial\sigma_k$ and $f_{k,l}=\partial^2f/\partial\sigma_k\partial\sigma_l$. In this notation $f_{aa}$ would be ambiguous, so particular derivatives are written in full, such as $f_{n_an_a}$ or $f_{\sigma_{aa}}$.

A trial density is a pair $u=(u_a,u_b)$. The kernel is adiabatic: it is the second variation of the ground-state functional and has no frequency dependence. I assume that $f$ is twice differentiable where it is evaluated, that differentiation may be taken under the integral, and that the integrals converge. The spins are collinear and the orbitals real.

## 3. Changes of the gradient invariants

For two density pairs $x,y$ define

$$\begin{aligned}
D_{aa}[x,y]&=2\nabla x_a\cdot\nabla y_a,\\
D_{ab}[x,y]&=\nabla x_a\cdot\nabla y_b+\nabla x_b\cdot\nabla y_a,\\
D_{bb}[x,y]&=2\nabla x_b\cdot\nabla y_b .
\end{aligned}$$

Each $D_k$ is linear in both arguments and symmetric. Setting $x=y=n$ gives $\sigma_k=\tfrac12D_k[n,n]$ for all three $k$. Inserting the displaced density and using linearity and symmetry,

$$\begin{aligned}
\sigma_k[n+\varepsilon u+\eta w]=\sigma_k&+\varepsilon D_k[n,u]+\eta D_k[n,w]+\varepsilon\eta D_k[u,w]\\
&+\tfrac12\varepsilon^2D_k[u,u]+\tfrac12\eta^2D_k[w,w].
\end{aligned}$$

The derivatives at $\varepsilon=\eta=0$ are thus

$$\partial_\varepsilon\sigma_k=D_k[n,u],\quad \partial_\eta\sigma_k=D_k[n,w],\quad \partial_\varepsilon\partial_\eta\sigma_k=D_k[u,w].$$

The spin densities are linear in the displacements: $\partial_\varepsilon n_s=u_s$, $\partial_\eta n_s=w_s$, and the mixed derivative is zero.

## 4. The bilinear form

Let $q_i$ stand for the five arguments of $f$. The chain rule applied twice gives

$$\partial_\varepsilon\partial_\eta f=\sum_{ij}\frac{\partial^2f}{\partial q_i\partial q_j}\,(\partial_\varepsilon q_i)(\partial_\eta q_j)+\sum_i\frac{\partial f}{\partial q_i}\,\partial_\varepsilon\partial_\eta q_i .$$

In the first sum, a density paired with a $\sigma$ occurs in both orders, which produces two terms. In the second sum only the $\sigma_k$ survive. Hence

$$\boxed{\begin{aligned}
K[u,w]=\int\Big\{&\sum_{st}f_{st}\,u_sw_t+\sum_{sk}f_{s,k}\big(u_sD_k[n,w]+w_sD_k[n,u]\big)\\
&+\sum_{kl}f_{k,l}\,D_k[n,u]\,D_l[n,w]+\sum_kf_k\,D_k[u,w]\Big\}\,d\mathbf r .
\end{aligned}}$$

Exchanging $u$ and $w$ leaves the second and fourth terms unchanged at sight. It leaves the first and third unchanged because mixed partial derivatives commute. So $K[u,w]=K[w,u]$.

Two limits show what the terms do. If $f$ does not depend on the $\sigma_k$, only the first term remains, which is the local spin-density kernel. If instead the ground-state density is uniform and $f$ is regular at $\sigma_k=0$, all $D_k[n,u]$ vanish, but the fourth term survives:

$$K[u,w]=\int\Big\{\sum_{st}f_{st}u_sw_t+\sum_kf_kD_k[u,w]\Big\}\,d\mathbf r .$$

For $u_a=\cos(\mathbf q\cdot\mathbf r)$ and $u_b=0$, we have $-\nabla^2u_a=q^2u_a$. The same-spin potential response is then $(f_{n_an_a}+2f_{\sigma_{aa}}q^2)u_a$. In a uniform system the GGA correction to the kernel is proportional to $q^2$, with a first derivative of $f$ as its coefficient.

## 5. Action on a trial density

To obtain the action on $u$, collect everything that multiplies $w_s$ and $\nabla w_s$. The factor of $w_s$ is

$$A_s=\sum_tf_{st}\,u_t+\sum_kf_{s,k}\,D_k[n,u].$$

The factor of $D_k[n,w]$ is the first-order change of $f_k$ caused by $u$:

$$\delta f_k=\sum_tf_{t,k}\,u_t+\sum_lf_{k,l}\,D_l[n,u].$$

The terms containing $\nabla w$ are therefore $\sum_k(\delta f_kD_k[n,w]+f_kD_k[u,w])$. Writing out those with $\nabla w_a$,

$$\begin{aligned}
&2\,\delta f_{\sigma_{aa}}\nabla n_a\cdot\nabla w_a+\delta f_{\sigma_{ab}}\nabla n_b\cdot\nabla w_a\\
&\quad+2f_{\sigma_{aa}}\nabla u_a\cdot\nabla w_a+f_{\sigma_{ab}}\nabla u_b\cdot\nabla w_a=\mathbf B_a\cdot\nabla w_a ,
\end{aligned}$$

so that

$$\mathbf B_a=2f_{\sigma_{aa}}\nabla u_a+f_{\sigma_{ab}}\nabla u_b+2\,\delta f_{\sigma_{aa}}\nabla n_a+\delta f_{\sigma_{ab}}\nabla n_b .$$

$\mathbf B_b$ follows by exchanging $a$ and $b$. The factor 2 belongs to the like-spin invariants, because $\sigma_{aa}$ contains $\nabla n_a$ twice and $\sigma_{ab}$ contains it once. The result is

$$K[u,w]=\sum_s\int\big(A_sw_s+\mathbf B_s\cdot\nabla w_s\big)\,d\mathbf r .$$

If the flux of $w_s\mathbf B_s$ through the outer surface vanishes, then

$$K[u,w]=\sum_s\int w_s\,\delta v_s\,d\mathbf r,\qquad \delta v_s=A_s-\nabla\cdot\mathbf B_s .$$

This agrees with linearizing the potential itself. The first variation of $E_{xc}$ is $\int(\sum_sf_{n_s}w_s+\sum_kf_kD_k[n,w])\,d\mathbf r$, and the same integration by parts gives

$$v_a=f_{n_a}-\nabla\cdot\big(2f_{\sigma_{aa}}\nabla n_a+f_{\sigma_{ab}}\nabla n_b\big).$$

Under $n\to n+\varepsilon u$, the first term changes by $\varepsilon A_a$. The product rule applied to the bracket gives $\varepsilon\mathbf B_a$.

The numerical check tests this link on a radial PBE model. Finite differences of the potential, including its divergence, give 0.092380 hartree when integrated against $w$. The form without the divergence gives the same value to these digits.

## 6. Orbital products

A matrix element of $\delta v_s$ between orbitals $\phi_p,\phi_q$ of spin $s$ is obtained by choosing $w_s=\phi_p\phi_q$ and zero for the other spin:

$$\langle\phi_p|\delta v_s|\phi_q\rangle=\int\big[A_s\phi_p\phi_q+\mathbf B_s\cdot(\phi_q\nabla\phi_p+\phi_p\nabla\phi_q)\big]\,d\mathbf r .$$

Only first derivatives of the orbitals occur, whereas $\nabla\cdot\mathbf B_s$ would require second derivatives.

The trial density can be a product as well. Let $\rho=\phi_p\phi_q$ and $\tau=\phi_i\phi_j$. If both have spin $a$, then $u=(\rho,0)$ and $w=(\tau,0)$, and

$$D_{aa}[n,u]=2\nabla n_a\cdot\nabla\rho,\quad D_{ab}[n,u]=\nabla n_b\cdot\nabla\rho,\quad D_{bb}[n,u]=0,$$

with the same expressions for $w$ and $\tau$. The only non-zero mixed change is $D_{aa}[u,w]=2\nabla\rho\cdot\nabla\tau$. With $\mathbf X=2f_{n_a\sigma_{aa}}\nabla n_a+f_{n_a\sigma_{ab}}\nabla n_b$, the boxed result becomes

$$\begin{aligned}
K^{aa}_{pq,ij}=\int\Big\{&f_{n_an_a}\rho\tau+\mathbf X\cdot(\rho\nabla\tau+\tau\nabla\rho)+2f_{\sigma_{aa}}\nabla\rho\cdot\nabla\tau\\
&+4f_{\sigma_{aa}\sigma_{aa}}(\nabla n_a\cdot\nabla\rho)(\nabla n_a\cdot\nabla\tau)\\
&+2f_{\sigma_{aa}\sigma_{ab}}\big[(\nabla n_a\cdot\nabla\rho)(\nabla n_b\cdot\nabla\tau)+(\nabla n_b\cdot\nabla\rho)(\nabla n_a\cdot\nabla\tau)\big]\\
&+f_{\sigma_{ab}\sigma_{ab}}(\nabla n_b\cdot\nabla\rho)(\nabla n_b\cdot\nabla\tau)\Big\}\,d\mathbf r .
\end{aligned}$$

If $\tau$ has spin $b$, so that $w=(0,\tau)$, its first changes are $D_{aa}[n,w]=0$, $D_{ab}[n,w]=\nabla n_a\cdot\nabla\tau$ and $D_{bb}[n,w]=2\nabla n_b\cdot\nabla\tau$. The mixed change is now $D_{ab}[u,w]=\nabla\rho\cdot\nabla\tau$. The opposite-spin block follows from the same boxed formula, and its last term is $f_{\sigma_{ab}}\nabla\rho\cdot\nabla\tau$, without a factor 2.

The products are unchanged by $p\leftrightarrow q$ or $i\leftrightarrow j$, and $K$ is unchanged when the two products are exchanged together with their spins. These are the symmetries of the matrix. For complex trial products the form stays bilinear and symmetric; conjugating one argument turns it into a Hermitian form.

## 7. Where the form needs care

Derivatives of $f$ can diverge where the density vanishes. Local exchange has $f\propto n^{4/3}$, hence $f_{nn}\propto n^{-2/3}$, and its contribution is finite only if $uw$ decays fast enough to compensate. Likewise, a function behaving as $\sqrt\sigma$ has $f_\sigma=1/(2\sqrt\sigma)$, which diverges where the gradient vanishes.

A finite-difference check has a further requirement: the displaced spin densities must stay non-negative. Squares of occupied orbitals satisfy this for small steps, since each is part of the density it displaces. A product of an occupied and an empty orbital changes sign and need not be bounded by the density in the tail.

## 8. A bismuth atom

The free Bi atom in its quartet $6p^3$ configuration has unequal spin densities. The calculation uses unrestricted PBE in the def2-TZVP basis with its effective core potential, leaving 13 electrons of spin $\alpha$ (our $a$) and 10 of spin $\beta$ (our $b$). Spin–orbit coupling is left out. So is the replaced core: its density does not enter the arguments of $f$, and it does not respond.

**Occupied orbitals.** Let $g_i$ be the occupation of orbital $i$, with all orbitals frozen. Changing $g_i$ by $\delta g_i$ displaces the density of that spin by $\delta g_i$ times the orbital square, and the one-electron energy is linear in $g_i$. The second derivatives of the total energy therefore come from the Hartree and xc terms:

$$\frac{\partial^2E}{\partial g_i\partial g_j}=J_{ij}+K_{ij},\qquad J_{ij}=\iint\frac{\phi_i^2(\mathbf r)\,\phi_j^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

For the $\alpha\,6p_z$ orbital with itself, the four terms of the boxed formula, in order and in hartree, give

$$K=-0.04517+0.01010+0.00493-0.01004=-0.04017
$$

up to rounding in the last digit. The final term, with first derivatives of $f$, supplies a quarter of the total. A central second difference of $E_{xc}$ in the occupation also gives $-0.04017$ hartree. With $J=0.32663$,

$$J+K=0.32663-0.04017=0.28646\ \text{hartree}=7.795\ \text{eV}.$$

In Hartree–Fock theory the corresponding frozen-orbital curvature is zero. The orbital's self-repulsion $\tfrac12g^2J$ is cancelled by its self-exchange $-\tfrac12g^2J$, and all other terms are linear in $g$. In PBE the xc curvature offsets only 12% of $J$ for this orbital. The remainder measures incomplete cancellation at frozen orbitals; it does not include orbital relaxation.

For $\beta\,6s$ with itself, $J+K=0.41653-0.03380=0.38273$ hartree. The opposite-spin element between $\alpha\,6p_z^2$ and $\beta\,6s^2$ is much smaller, $K=-0.00445$ hartree. It contains no exchange, because exchange is a sum of one functional of $n_a$ and one of $n_b$, whose mixed second variation vanishes. What remains is PBE correlation.

**A transition product.** Now take $\rho=\phi_{6s}\phi_{6p_z}$ for spin $\beta$, where $6p_z$ is empty. By orthogonality this trial density integrates to zero: it moves charge without adding any. Its xc element is

$$K=-0.00096-0.03435+0.01579-0.00822=-0.02774\ \text{hartree}.$$

PySCF's separate response code reproduces it. The density–density term alone would give $-0.001$ hartree, so in this split almost the whole element comes from terms involving $\sigma$. The split refers to derivatives of the PBE integrand at fixed $\sigma_k$; its small first term is a near cancellation of $+0.0031$ hartree from exchange and $-0.0041$ hartree from correlation, and it is not the value that a local-density functional would give. A local spin-density functional (Slater exchange, Perdew–Wang correlation) applied to the same orbitals and density gives $-0.0253$ hartree, within 10% of the PBE total, so the net effect of the gradient correction on this element is modest. With a reduced gradient as the variable, the density derivatives would be taken at fixed reduced gradient and the terms would be divided differently, while their sum would stay the same.

To see how the element enters an excitation energy, mix a small amplitude $c(t)$ of the empty orbital into the occupied one, whose own phase is factored out. To first order the density changes by $(c+c^*)\rho$. The induced Hartree and xc potential then has matrix element $(J+K)(c+c^*)$ between the two orbitals, where $J$ is the Coulomb self-interaction of $\rho$. With orbital gap $\Delta$ and atomic units,

$$i\dot c=\Delta\,c+(J+K)(c+c^*).$$

The Tamm–Dancoff approximation drops $c^*$. Then $c\propto e^{-i\omega t}$ gives

$$\omega=\Delta+J+K=0.36579+0.06583-0.02774=0.40388\ \text{hartree}=10.99\ \text{eV}.$$

The Hartree term raises the orbital gap and the xc kernel takes back about 42% of that rise. This is a one-product estimate within PBE. Mixing with other transitions is omitted, so it illustrates the matrix element and does not predict a measured level.

On a finer integration grid, with the orbitals held fixed, the four xc elements computed for this atom change by at most $4\times10^{-7}$ hartree. That bounds the observed change between the two grids; it says nothing about the error of PBE or of the basis. The basis was not varied: the digits quoted in this section belong to def2-TZVP and are not shown to be converged with respect to basis size, least of all those that involve the empty $6p_z$ orbital.

## Computed values

```
Symbolic mixed derivative (dimensionless): 3870367.680000
Bilinear formula, same input (dimensionless): 3870367.680000
Radial model, strong potential: 0.09237981 hartree
Radial model, weak form: 0.09237981 hartree
Bi explicit electrons, alpha and beta: 13, 10
Bi number of basis functions: 50
Bi UKS-PBE energy with core potential: -214.637054 hartree
Bi xc energy: -17.163818 hartree
Products: alpha 6pz^2 with itself
  density-density term: -0.045170 hartree
  density-sigma term: 0.010102 hartree
  sigma-sigma term: 0.004934 hartree
  first sigma derivative term: -0.010036 hartree
  xc kernel K: -0.040170 hartree
  E_xc finite difference: -0.040170 hartree
  PySCF response: -0.040170 hartree
  Hartree J: 0.326630 hartree
  J + K: 0.286460 hartree = 7.7950 eV
Products: alpha 6pz^2 with beta 6s^2
  density-density term: -0.008273 hartree
  density-sigma term: 0.005644 hartree
  sigma-sigma term: -0.003093 hartree
  first sigma derivative term: 0.001276 hartree
  xc kernel K: -0.004446 hartree
  E_xc finite difference: -0.004446 hartree
  PySCF response: -0.004446 hartree
  Hartree J: 0.342888 hartree
  J + K: 0.338442 hartree = 9.2095 eV
Products: beta 6s^2 with itself
  density-density term: -0.015719 hartree
  density-sigma term: -0.025914 hartree
  sigma-sigma term: 0.018091 hartree
  first sigma derivative term: -0.010258 hartree
  xc kernel K: -0.033799 hartree
  E_xc finite difference: -0.033799 hartree
  PySCF response: -0.033799 hartree
  Hartree J: 0.416529 hartree
  J + K: 0.382730 hartree = 10.4146 eV
Products: beta 6s*6pz with itself
  density-density term: -0.000964 hartree
  density-sigma term: -0.034350 hartree
  sigma-sigma term: 0.015790 hartree
  first sigma derivative term: -0.008220 hartree
  xc kernel K: -0.027743 hartree
  PySCF response: -0.027743 hartree
  Hartree J: 0.065834 hartree
  J + K: 0.038091 hartree = 1.0365 eV
Largest K change on finer grid: 3.60e-07 hartree
Beta 6s to 6p orbital gap: 0.365785 hartree
One-product Tamm-Dancoff: 0.403876 hartree = 10.9900 eV
```
